# VV10 at Long Range and in the Uniform Gas: verification in Python

```python
"""
Result under test (Hartree atomic units):
 (A) the VV10 kernel Phi = -3/(2 g g' (g+g')), g = w0 R^2 + kappa, gives at long
     range the C6 of local oscillators with polarizability density n/(w0^2+u^2);
 (B) the nonlocal energy of a uniform gas vanishes for
     beta = (1/32) (3/b^2)^(3/4), at every density.
Symbols: n density, s = |grad n|/n, wp^2 = 4 pi n, w0^2 = C s^4 + wp^2/3,
 kappa = b vF^2/wp, vF = (3 pi^2 n)^(1/3), R distance between two points,
 D distance between two nuclei, u imaginary frequency.
Example: two hydrogen atoms with the exact density n = exp(-2r)/pi, so s = 2.
"""
import math
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
C_GRAD = 0.0093
B_VV10 = 5.9
B_RVV10 = 6.3


def local_fields(n, s, b):
    wp = np.sqrt(4 * np.pi * n)
    v_fermi = (3 * np.pi**2 * n) ** (1 / 3)
    return np.sqrt(C_GRAD * s**4 + wp**2 / 3), b * v_fermi**2 / wp


def kernel_vv10(w1, k1, w2, k2, R2):
    g1, g2 = w1 * R2 + k1, w2 * R2 + k2
    return -1.5 / (g1 * g2 * (g1 + g2))


def kernel_rvv10(w1, k1, w2, k2, R2):
    """rVV10 kernel including its density-dependent prefactors."""
    a1, a2 = w1 / k1 * R2 + 1, w2 / k2 * R2 + 1
    return -1.5 / ((k1 * k2) ** 1.5 * a1 * a2 * (a1 + a2))


def beta_formula(b):
    return (3 / b**2) ** 0.75 / 32


# ---------- uniform gas: required constant from direct quadrature ----------
def density_from_rs(rs):
    return 3 / (4 * np.pi * rs**3)


def required_beta(n, b, kernel, kappa=None):
    w, k = local_fields(n, 0.0, b)
    if kappa is not None:
        k = kappa
    length = np.sqrt(k / w)
    integral = quad(lambda t: 4 * np.pi * t**2 * length**3
                    * kernel(w, k, w, k, (length * t) ** 2),
                    0, np.inf, epsabs=0, epsrel=1e-10)[0]
    return -0.5 * n * integral


rs_values = [1.0, 2.0, 5.0]
beta_numeric = [required_beta(density_from_rs(x), B_VV10, kernel_vv10)
                for x in rs_values]
for x, value in zip(rs_values, beta_numeric):
    assert abs(value / beta_formula(B_VV10) - 1) < 1e-8
    value_r = required_beta(density_from_rs(x), B_RVV10, kernel_rvv10)
    assert abs(value_r / beta_formula(B_RVV10) - 1) < 1e-8
# control: a density-independent kappa spoils the constancy, as n^(1/4)
n_rs2, n_rs5 = density_from_rs(2.0), density_from_rs(5.0)
w_rs2, k_rs2 = local_fields(n_rs2, 0.0, B_VV10)
beta_fixed_kappa = required_beta(n_rs5, B_VV10, kernel_vv10, kappa=k_rs2)
fixed_ratio = beta_fixed_kappa / beta_numeric[1]
assert abs(fixed_ratio / (n_rs5 / n_rs2) ** 0.25 - 1) < 1e-8

# ---------- zero-point energy of two coupled clusters of oscillators ----------
pos = np.array([[0, 0, 0], [0.7, 0.2, -0.5], [-0.4, 0.9, 0.3],
                [0, 0, 25], [0.5, -0.8, 25.6], [-0.9, 0.1, 24.3]], float)
freq = np.array([0.5, 0.8, 1.3, 0.6, 0.9, 1.1])
strength = np.array([0.7, 1.2, 0.4, 0.9, 0.5, 1.1])
dynamical = np.diag(np.repeat(freq**2, 3))
pair_sum = 0.0
for i in range(3):
    for j in range(3, 6):
        sep = pos[j] - pos[i]
        dist = np.linalg.norm(sep)
        tensor = (np.eye(3) - 3 * np.outer(sep, sep) / dist**2) / dist**3
        block = np.sqrt(strength[i] * strength[j]) * tensor
        dynamical[3*i:3*i+3, 3*j:3*j+3] = block
        dynamical[3*j:3*j+3, 3*i:3*i+3] = block.T
        pair_sum -= (1.5 * strength[i] * strength[j]
                     / (freq[i] * freq[j] * (freq[i] + freq[j]) * dist**6))
zero_point_shift = 0.5 * (np.sum(np.sqrt(np.linalg.eigvalsh(dynamical)))
                          - 3 * np.sum(freq))
# fourth-order coupling terms limit the agreement
assert abs(zero_point_shift / pair_sum - 1) < 1e-4


# ---------- hydrogen atom: C6 from response and frequency integral ----------
def alpha_model(u):
    """Atomic polarizability from the local dielectric function."""
    def integrand(r):
        n = math.exp(-2 * r) / math.pi
        eps_minus_1 = 4 * math.pi * n / (C_GRAD * 2.0**4 + u * u)
        return 3 * r * r * eps_minus_1 / (eps_minus_1 + 3)
    return quad(integrand, 0, 30, epsabs=0, epsrel=1e-10, limit=200)[0]


alpha_static = alpha_model(0.0)
sum_rule = 1000.0**2 * alpha_model(1000.0)
assert abs(sum_rule - 1) < 1e-5
c6_frequency = 3 / np.pi * quad(lambda u: alpha_model(u) ** 2, 0, np.inf,
                                epsabs=0, epsrel=1e-8, limit=200)[0]

# ---------- hydrogen atom: C6 and C8 from the pair formulas ----------
nodes, node_weights = np.polynomial.legendre.leggauss(48)
r = 7.0 * (nodes + 1)
density = np.exp(-2 * r) / np.pi
shell = 7.0 * node_weights * 4 * np.pi * r**2 * density
w0, kappa = local_fields(density, 2.0, B_VV10)
wi, wj, ki, kj = w0[:, None], w0[None, :], kappa[:, None], kappa[None, :]
shell_pairs = np.outer(shell, shell)
c6_weight = 1.5 * shell_pairs / (wi * wj * (wi + wj))
c6_pairs = c6_weight.sum()
assert abs(c6_pairs / c6_frequency - 1) < 1e-6
c8_geometry = np.sum(c6_weight * 5 * (r[:, None] ** 2 + r[None, :] ** 2))
c8_damping = -np.sum(c6_weight * (ki / wi + kj / wj + (ki + kj) / (wi + wj)))
c8_total = c8_geometry + c8_damping
c6_rvv10 = np.sum(1.5 * shell_pairs / (wi * wj * (
    wi * np.sqrt(kj / ki) + wj * np.sqrt(ki / kj))))


# ---------- full kernel energy of two atoms, explicit coordinates ----------
def pair_energy(D, b, kernel, n_angle=16, n_phi=8):
    x, wx = np.polynomial.legendre.leggauss(n_angle)
    z = np.outer(r, x).ravel()
    rho = np.outer(r, np.sqrt(1 - x**2)).ravel()
    weight = np.outer(shell, wx / 2).ravel()
    w, k = local_fields(density, 2.0, b)
    w, k = np.repeat(w, n_angle), np.repeat(k, n_angle)
    base = ((D + z[None, :] - z[:, None]) ** 2
            + rho[:, None] ** 2 + rho[None, :] ** 2)
    cross = 2 * np.outer(rho, rho)
    total = 0.0
    for phi in (np.arange(n_phi) + 0.5) * np.pi / n_phi:
        R2 = base - cross * np.cos(phi)
        values = kernel(w[:, None], k[:, None], w[None, :], k[None, :], R2)
        total += weight @ values @ weight
    return total / n_phi


distances = [10.0, 15.0, 20.0, 40.0, 100.0]
energies = [pair_energy(D, B_VV10, kernel_vv10) for D in distances]
finer = pair_energy(10.0, B_VV10, kernel_vv10, n_angle=22, n_phi=12)
assert abs(finer / energies[0] - 1) < 1e-4

far = 1000.0
c6_far = -pair_energy(far, B_VV10, kernel_vv10) * far**6
assert abs(c6_far / c6_frequency - 1) < 1e-3
# the D^-10 term limits the agreement of the extracted D^-8 coefficient
c8_extracted = (c6_far - c6_pairs) * far**2
assert abs(c8_extracted - c8_total) < 1e-3 * c8_geometry
# C6 does not depend on b
c6_far_other_b = -pair_energy(far, 2 * B_VV10, kernel_vv10) * far**6
assert abs(c6_far_other_b / c6_frequency - 1) < 1e-3
c6_far_rvv10 = -pair_energy(far, B_RVV10, kernel_rvv10) * far**6
assert abs(c6_far_rvv10 / c6_rvv10 - 1) < 1e-3


# ---------- rVV10 against VV10 for single pairs of points ----------
def long_range_ratio(r1, r2):
    f1 = local_fields(np.exp(-2 * r1) / np.pi, 2.0, B_VV10)
    f2 = local_fields(np.exp(-2 * r2) / np.pi, 2.0, B_VV10)
    direct = kernel_rvv10(*f1, *f2, 1e8) / kernel_vv10(*f1, *f2, 1e8)
    root = np.sqrt(f2[1] / f1[1])
    formula = (f1[0] + f2[0]) / (f1[0] * root + f2[0] / root)
    assert abs(direct / formula - 1) < 1e-5
    return direct


ratio_core_tail = long_range_ratio(0.0, 3.0)
ratio_tail_tail = long_range_ratio(2.0, 5.0)
assert ratio_core_tail > 1 > ratio_tail_tail


# ---------- exact hydrogen reference from a variational p-state sum ----------
def exact_hydrogen(size):
    def moment(m):
        return math.factorial(m) / 2.0 ** (m + 1)
    S, H = np.zeros((size, size)), np.zeros((size, size))
    dip = np.zeros(size)
    for i in range(size):
        p = i + 2
        dip[i] = 2 / math.sqrt(3) * moment(p + 2)
        for j in range(size):
            q = j + 2
            S[i, j] = moment(p + q)
            H[i, j] = (0.5 * (p * q * moment(p + q - 2)
                              - (p + q) * moment(p + q - 1) + moment(p + q))
                       + moment(p + q - 2) - moment(p + q - 1))
    norm = 1 / np.sqrt(np.diag(S))
    energy, vectors = eigh(H * np.outer(norm, norm), S * np.outer(norm, norm))
    z2 = (vectors.T @ (dip * norm)) ** 2
    gap = energy + 0.5
    c6 = 6 * np.sum(np.outer(z2, z2) / (gap[:, None] + gap[None, :]))
    return 2 * np.sum(z2 / gap), c6


alpha_exact, c6_exact = exact_hydrogen(7)
assert abs(c6_exact / exact_hydrogen(6)[1] - 1) < 1e-4
assert abs(alpha_exact - 4.5) < 1e-6

# ---------- output ----------
print(f"gradient parameter C = {C_GRAD} (dimensionless)")
print(f"b for VV10 = {B_VV10}, b for rVV10 = {B_RVV10} (dimensionless)")
print("UNIFORM GAS")
print(f"density at r_s = 2 bohr: {n_rs2:.6f} bohr^-3")
print(f"plasma frequency there: {np.sqrt(4*np.pi*n_rs2):.5f} hartree")
print(f"w0 there: {w_rs2:.5f} hartree")
print(f"Fermi velocity there: {(3*np.pi**2*n_rs2)**(1/3):.5f} a.u.")
print(f"kappa there (b = 5.9): {k_rs2:.4f} a.u.")
for x, value in zip(rs_values, beta_numeric):
    print(f"required beta by quadrature, r_s = {x:.0f} bohr: {value:.8f} hartree")
print(f"beta formula, b = 5.9: {beta_formula(B_VV10):.8f} hartree")
print(f"  the same: {beta_formula(B_VV10)*HARTREE_EV*1000:.2f} meV")
print(f"beta formula, b = 6.3: {beta_formula(B_RVV10):.8f} hartree")
print(f"required-beta ratio r_s=5 to r_s=2, kappa fixed: {fixed_ratio:.5f}")
print("COUPLED OSCILLATORS (3 + 3, about 25 bohr apart)")
print(f"zero-point shift, diagonalization: {zero_point_shift:.6e} hartree")
print(f"sum of pair formula: {pair_sum:.6e} hartree")
print("TWO HYDROGEN ATOMS")
print(f"model static polarizability: {alpha_static:.5f} bohr^3")
print(f"exact static polarizability: {alpha_exact:.5f} bohr^3")
print(f"u^2 alpha(iu) at u = 1000 hartree: {sum_rule:.6f} electrons")
print(f"model C6, frequency integral: {c6_frequency:.6f} hartree bohr^6")
print(f"model C6, pair formula: {c6_pairs:.6f} hartree bohr^6")
c6_ev = c6_pairs * HARTREE_EV * BOHR_ANGSTROM**6
print(f"  the same: {c6_ev:.4f} eV angstrom^6")
print(f"exact C6, p-state sum: {c6_exact:.4f} hartree bohr^6")
print(f"model C6 / exact C6: {c6_pairs/c6_exact:.4f}")
for D, energy in zip(distances, energies):
    print(f"D = {D:.0f} bohr: E = {energy:.4e} hartree, "
          f"-E D^6 = {-energy*D**6:.4f} hartree bohr^6")
print(f"-E D^6 at D = 1000 bohr, b = 5.9: {c6_far:.5f} hartree bohr^6")
print(f"-E D^6 at D = 1000 bohr, b = 11.8: {c6_far_other_b:.5f} hartree bohr^6")
print(f"C8 geometric part: {c8_geometry:.3f} hartree bohr^8")
print(f"C8 damping part: {c8_damping:.3f} hartree bohr^8")
print(f"C8 total by formula: {c8_total:.3f} hartree bohr^8")
print(f"C8 extracted at D = 1000 bohr: {c8_extracted:.3f} hartree bohr^8")
print(f"rVV10 C6: {c6_rvv10:.6f} hartree bohr^6")
print(f"rVV10 C6 / VV10 C6: {c6_rvv10/c6_pairs:.5f}")
print(f"rVV10/VV10 kernel, far points r = 0, r' = 3 bohr: {ratio_core_tail:.4f}")
print(f"rVV10/VV10 kernel, far points r = 2, r' = 5 bohr: {ratio_tail_tail:.4f}")
print("success")
```

It prints:

```
gradient parameter C = 0.0093 (dimensionless)
b for VV10 = 5.9, b for rVV10 = 6.3 (dimensionless)
UNIFORM GAS
density at r_s = 2 bohr: 0.029842 bohr^-3
plasma frequency there: 0.61237 hartree
w0 there: 0.35355 hartree
Fermi velocity there: 0.95958 a.u.
kappa there (b = 5.9): 8.8715 a.u.
required beta by quadrature, r_s = 1 bohr: 0.00497065 hartree
required beta by quadrature, r_s = 2 bohr: 0.00497065 hartree
required beta by quadrature, r_s = 5 bohr: 0.00497065 hartree
beta formula, b = 5.9: 0.00497065 hartree
  the same: 135.26 meV
beta formula, b = 6.3: 0.00450485 hartree
required-beta ratio r_s=5 to r_s=2, kappa fixed: 0.50297
COUPLED OSCILLATORS (3 + 3, about 25 bohr apart)
zero-point shift, diagonalization: -4.015052e-08 hartree
sum of pair formula: -4.015051e-08 hartree
TWO HYDROGEN ATOMS
model static polarizability: 4.10591 bohr^3
exact static polarizability: 4.50000 bohr^3
u^2 alpha(iu) at u = 1000 hartree: 1.000000 electrons
model C6, frequency integral: 5.942345 hartree bohr^6
model C6, pair formula: 5.942345 hartree bohr^6
  the same: 3.5507 eV angstrom^6
exact C6, p-state sum: 6.4990 hartree bohr^6
model C6 / exact C6: 0.9143
D = 10 bohr: E = -5.3752e-06 hartree, -E D^6 = 5.3752 hartree bohr^6
D = 15 bohr: E = -5.0323e-07 hartree, -E D^6 = 5.7320 hartree bohr^6
D = 20 bohr: E = -9.1052e-08 hartree, -E D^6 = 5.8274 hartree bohr^6
D = 40 bohr: E = -1.4440e-09 hartree, -E D^6 = 5.9144 hartree bohr^6
D = 100 bohr: E = -5.9379e-12 hartree, -E D^6 = 5.9379 hartree bohr^6
-E D^6 at D = 1000 bohr, b = 5.9: 5.94230 hartree bohr^6
-E D^6 at D = 1000 bohr, b = 11.8: 5.94203 hartree bohr^6
C8 geometric part: 230.998 hartree bohr^8
C8 damping part: -275.220 hartree bohr^8
C8 total by formula: -44.221 hartree bohr^8
C8 extracted at D = 1000 bohr: -44.222 hartree bohr^8
rVV10 C6: 5.968814 hartree bohr^6
rVV10 C6 / VV10 C6: 1.00445
rVV10/VV10 kernel, far points r = 0, r' = 3 bohr: 1.1636
rVV10/VV10 kernel, far points r = 2, r' = 5 bohr: 0.9026
success
```
